Elliott's Formula: Exciton Lines, Sommerfeld Enhancement and Absorption at the Gap, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the optical transition to the exciton lines

### 1. A number to explain

Take a model semiconductor with a gap of 1.5 eV and illuminate it with photons whose energy exceeds the gap by 0.4724 meV. If the electron and the hole created by the photon did not attract each other, the absorption coefficient would be 692 cm⁻¹. With their Coulomb attraction included it is 13749 cm⁻¹, larger by a factor of 19.87. Closer to the gap the contrast grows without limit. The absorption without attraction goes to zero at the gap, whereas the absorption with attraction tends to 13753 cm⁻¹.

The attraction that causes this is weak on the scale of the gap: its binding energy is 4.724 meV. It nevertheless changes a vanishing absorption edge into a step of finite height and places a series of lines below the step. The lines and the step have the same origin, which is the probability of finding the electron and the hole at the same place.

### 2. The model

The crystal has a filled valence band and an empty conduction band, separated by a direct gap E_g at k = 0. Both bands are isotropic and parabolic, so that a vertical transition at wave vector k costs the energy

    E_c(k) − E_v(k) = E_g + ħ²k²/(2μ),   1/μ = 1/m_e + 1/m_h,

where m_e and m_h are the effective masses of electron and hole, and μ is their reduced mass. The free-electron mass is m₀. The elementary charge e is positive, so the electron has charge −e. Spin-orbit coupling is left out, and each band carries two spin states.

Light enters through a vector potential along the unit vector ê,

    A(t) = A₀ ê cos ωt.

Its wavelength is long compared with the lattice constant, and the photon momentum is neglected, so A is treated as uniform. The wavelength is not long compared with every exciton state: in the example below it is 236 nm inside the crystal, while the mean electron-hole distance is 19 nm for the first line and 1.9 μm for the tenth. A photon of wave vector q gives the pair the centre-of-mass momentum ħq. This leaves the relative motion unchanged and shifts all lines and the edge together by ħ²q²/[2(m_e + m_h)], at most about 0.14 meV in the example, since m_e + m_h ≥ 4μ. This shift is left out. Replacing the electron momentum p by p + eA in p²/(2m₀) gives a term linear in A,

    H′ = (e/m₀) A·P = (eA₀/2m₀) (ê·P) [exp(−iωt) + exp(iωt)],

where P is the total electron momentum. The term in A² is a uniform function of time. It multiplies the fixed number of electrons, so it shifts all states together and causes no transition.

### 3. From the transition rate to the dielectric function

Let |0⟩ be the ground state and |λ⟩ an excited state with excitation energy E_λ. The part of H′ proportional to exp(−iωt) causes absorption. To leading order in the field, Fermi's golden rule gives the transition rate

    W = (2π/ħ) (eA₀/2m₀)² Σ_λ |⟨λ|ê·P|0⟩|² δ(E_λ − ħω).

Each transition removes ħω from the field, so the crystal of volume V absorbs the power ħωW.

The same power follows from the macroscopic dielectric function ε₁ + iε₂. The electric field is −∂A/∂t, which has the amplitude E₀ = ωA₀. For a field Re[E₀ exp(−iωt)], the power absorbed per volume is the time average of E·∂D/∂t:

    ½ Re[E₀ (−iω) ε₀ (ε₁ + iε₂) E₀] = ½ ω ε₀ ε₂ E₀² = ½ ε₀ ε₂ ω³ A₀².

The term with ε₁ is imaginary inside the bracket and drops out. Setting V times this expression equal to ħωW gives

    ½ V ε₀ ε₂ ω³ A₀² = 2πω (e²A₀²/4m₀²) Σ_λ |⟨λ|ê·P|0⟩|² δ(E_λ − ħω).

Division by ½ V ε₀ ω³ A₀² leaves the factor 2 · 2π/4 = π on the right:

    ε₂(ω) = [πe²/(ε₀ m₀² ω² V)] Σ_λ |⟨λ|ê·P|0⟩|² δ(E_λ − ħω).   (1)

The field amplitude has cancelled, as it must in linear response. The numerical check compares this prefactor with the absorption of a classical damped oscillator.

The absorption coefficient α is the decay rate of the intensity with depth. A wave with complex refractive index n_b + iκ_b has a field that decays as exp(−ωκ_b z/c), hence an intensity that decays as exp(−2ωκ_b z/c). The imaginary part of (n_b + iκ_b)² is ε₂ = 2n_bκ_b. Therefore

    α = 2ωκ_b/c = ωε₂/(n_b c).   (2)

The background index n_b is treated as constant. This requires the transitions under study to change the refractive index little, a condition that is examined for a narrow line in section 12.

### 4. The transition amplitudes add coherently

A photon lifts an electron of spin σ from the valence to the conduction band without changing k. Call the resulting pair state |k,σ⟩. Its transition matrix element is

    ⟨k,σ|ê·P|0⟩ = p,

which is taken to be the same for all k that matter and for both spins. This is the assumption of a dipole-allowed transition. It is reasonable if the important k fill a small part of the Brillouin zone.

Because electron and hole interact, a single |k,σ⟩ is not an eigenstate. An eigenstate is a superposition

    |λ,σ⟩ = Σ_k C_k |k,σ⟩,   Σ_k |C_k|² = 1.

Electron-hole exchange, which would couple the two spin channels, is neglected. The transition amplitude is then

    ⟨λ,σ|ê·P|0⟩ = p Σ_k C_k∗.

The amplitudes are summed before the square is taken, so they can reinforce or cancel one another. The sum has a simple meaning in terms of the wave function of the relative coordinate r = r_e − r_h,

    φ(r) = V^(−1/2) Σ_k C_k exp(ik·r).

This function is normalized, because plane waves with different k are orthogonal over the volume V and the integral of |φ|² is Σ_k |C_k|² = 1. At r = 0 all exponentials equal one, so Σ_k C_k = V^(1/2) φ(0), and

    |⟨λ,σ|ê·P|0⟩|² = V |p|² |φ_λ(0)|².   (3)

Light creates the electron and the hole at the same place on the scale of φ. A pair state absorbs in proportion to its probability density for zero separation, which will be called the contact density.

The two spin channels contribute equally and double the sum in equation (1). The volume cancels, and

    ε₂(ω) = [2πe²|p|²/(ε₀ m₀² ω²)] S(ħω),   (4)

    S(ħω) = Σ_λ |φ_λ(0)|² δ(E_λ − ħω).   (5)

From here on, λ counts the states of relative motion in one spin channel. The function S has the dimension of one over volume and energy. The numerical check confirms the coherent sum and the factor 2 in a small ring model, solved once in k space and once in real space.

If p were proportional to a component of k instead of being constant, the sum would be Σ_k k C_k. This is proportional to the gradient of φ at r = 0 and not to φ(0) itself. The results below would then not apply.

### 5. The equation for the relative motion

The attraction, screened by a static dielectric constant ε_r, is

    U(r) = −e²/(4πε₀ε_r r).

It scatters a pair from k′ to k. If U varies slowly over a unit cell, the wave-vector change is small, and the cell-periodic parts of the band states at k and k′ overlap almost completely. The matrix element is then the Fourier component

    U(k − k′) = (1/V) ∫ U(r) exp[−i(k − k′)·r] d³r.

The eigenvalue equation for the pair reads

    [E_g + ħ²k²/(2μ)] C_k + Σ_k′ U(k − k′) C_k′ = E C_k.

Multiply by V^(−1/2) exp(ik·r) and sum over k. In the first term, k² exp(ik·r) = −∇² exp(ik·r), so the kinetic energy becomes a Laplacian acting on φ. In the second term write exp(ik·r) = exp[i(k − k′)·r] exp(ik′·r). The sum over k − k′ rebuilds U(r), and the sum over k′ rebuilds φ(r). The result is the Wannier equation

    [−(ħ²/2μ)∇² + U(r)] φ(r) = (E − E_g) φ(r).   (6)

Extending the sums over all k is justified if φ is smooth on the scale of the lattice constant. The equation thus belongs to a two-particle model with static screening. It omits other bands, further electron-hole pairs and the motion of the lattice during the transition.

Equation (6) is the hydrogen problem with a changed mass and a screened charge. Its natural length and energy are

    a = 4πε₀ε_r ħ²/(μe²),   R = ħ²/(2μa²).

From the first definition, e²/(4πε₀ε_r) = ħ²/(μa) = 2Ra. If lengths are measured in a and energies from the gap in R, division of equation (6) by R gives

    −∇²φ − (2/r)φ = xφ,   x = (E − E_g)/R.   (7)

The example uses round model parameters: μ = 0.05 m₀ and ε_r = 12. They give R = 4.724 meV and a = 12.70 nm. The radius is large compared with atomic distances of a few tenths of a nanometre, so the smoothness assumption is consistent.

### 6. States that absorb light

A state with angular momentum l behaves as r^l near the origin. For l ≥ 1 it vanishes there and does not absorb in this model. Only s states, with l = 0, contribute to S. For these write

    φ(r) = u(r)/[√(4π) r],   u(0) = 0.

The Laplacian of u/r is u″/r, so equation (7) becomes

    u″ + (2/r + x) u = 0.   (8)

The normalization integral of |φ|² over space, with volume element 4πr²dr, becomes ∫u²dr = 1. Near the origin u ≈ u′(0) r, and the contact density in units of a⁻³ is

    |φ(0)|² = u′(0)²/(4π).   (9)

The whole optical problem now rests on the slope of u at the origin.

### 7. Energies of the bound states

The slope can be found without constructing the wave functions, provided the energies are known for general l. The radial equation is then

    u″ + [2/r − l(l+1)/r² + x] u = 0.

For a bound state put x = −κ² with κ > 0, and write u = w g with w = r^(l+1) exp(−κr). The derivatives of w are

    w′/w = (l+1)/r − κ,

    w″/w = [(l+1)/r − κ]² − (l+1)/r² = l(l+1)/r² − 2κ(l+1)/r + κ².

In u″ = w g″ + 2w′g′ + w″g, the terms l(l+1)/r² and κ² cancel against those of the radial equation. After multiplication by r/w there remains

    r g″ + 2(l + 1 − κr) g′ + [2 − 2κ(l+1)] g = 0.   (10)

Insert g = Σ_j b_j r^j and collect the terms in r^j:

    (j+1)(j + 2l + 2) b_(j+1) = 2[κ(j + l + 1) − 1] b_j.

If the series does not stop, the ratio b_(j+1)/b_j tends to 2κ/j. The function g then grows as exp(2κr), apart from powers, and u grows as exp(κr), which cannot be normalized. The series must therefore stop at some j = n_r, with n_r = 0, 1, 2, …. This requires κ = 1/(n_r + l + 1), hence

    x = −1/(n_r + l + 1)².   (11)

For s states n = n_r + 1 and x = −1/n². Nothing in this argument required l to be an integer, and the next step uses that freedom.

### 8. The 1/n³ law

Regard l as a continuous parameter of the radial operator

    h_l = −d²/dr² − 2/r + l(l+1)/r².

The energy is x = ⟨u|h_l|u⟩ with ⟨u|u⟩ = 1. When l changes, the changes of u contribute 2x⟨u|∂u/∂l⟩, which is zero because the norm is fixed. The boundary terms vanish since u and ∂u/∂l go to zero at both ends. What remains is the explicit change of the operator:

    dx/dl = (2l+1) ⟨r⁻²⟩.

Differentiation of equation (11) at fixed n_r gives dx/dl = 2/(n_r + l + 1)³. As l goes to zero from above,

    ⟨r⁻²⟩ = 2/n³.   (12)

A second relation connects this average with the slope. Multiply equation (8) by 2u′. Since 2u′u″ = (u′²)′ and 2uu′ = (u²)′,

    (u′²)′ + (2/r + x)(u²)′ = 0.

Integrate from 0 to ∞. The first term gives −u′(0)². The term with x gives nothing, since u vanishes at both ends. The remaining term is integrated by parts:

    ∫ (2/r)(u²)′ dr = [2u²/r] + 2∫ u²/r² dr = 2⟨r⁻²⟩.

The bracket vanishes at the origin because u² is proportional to r² there. Therefore

    u′(0)² = 2⟨r⁻²⟩ = 4/n³,   |φ_n(0)|² = 1/(πn³a³).   (13)

The physical content is a matter of normalization. Close to the origin, where 2/r is much larger than 1/n², equation (8) hardly depends on n, and all highly excited s states have the same shape there. They differ in how much of their probability lies far away. If each is scaled to unit slope at the origin, its norm is n³/4, and restoring the norm to one lowers the contact density as 1/n³.

With δ(E_λ − ħω) = δ(x + 1/n²)/R, where x now stands for (ħω − E_g)/R, the bound states contribute

    a³R S = Σ_n δ(x + 1/n²)/(πn³).   (14)

In the example the first two lines lie at 1.5 − 0.004724 = 1.49528 eV and 1.5 − 0.004724/4 = 1.49882 eV. Their absorption coefficients, integrated over photon energy, are 130.356 and 16.256 eV cm⁻¹. The ratio is 8.019 instead of 2³ = 8. By equations (2) and (4), α is proportional to S/ω, and the ratio of the two photon energies supplies the missing factor of 1.0024.

## Second half: the continuum and the passage through the gap

### 9. Symbols and results carried over

The gap is E_g, the reduced mass μ, the static dielectric constant ε_r and the background index n_b. The exciton radius a and the exciton Rydberg R satisfy R = ħ²/(2μa²) and e²/(4πε₀ε_r) = 2Ra. The scaled photon energy is x = (ħω − E_g)/R, and lengths are measured in a. With the interband momentum matrix element p, absorption follows from

    ε₂ = [2πe²|p|²/(ε₀m₀²ω²)] S,   α = ωε₂/(n_b c),

where S is the sum of the contact densities |φ(0)|² per energy. Only s states count. Their radial function obeys

    u″ + (2/r + x)u = 0,   u(0) = 0,   |φ(0)|² = u′(0)²/(4π) if ∫u²dr = 1.

The bound states lie at x = −1/n² and have contact density 1/(πn³) in units of a⁻³. If a bound state is scaled to u′(0) = 1, its norm ∫u²dr is n³/4.

The absorption has been reduced to the contact density of the electron-hole pair, and the bound s states have been shown to give lines at x = −1/n² with strengths proportional to 1/n³. What remains is the continuum above the gap, the way the lines join it at the gap, and the limits of the model.

Numbers in the example were calculated in double precision.
